# When an indirect gap allows an ionization threshold equal to the gap

**Question**

I am working on impact ionization in a one-dimensional indirect semiconductor. The conduction band has two equivalent minima, at $+Q$ and $-Q$, and the valence maximum is at $k=0$. I have to find when momentum conservation permits a threshold exactly equal to the gap $E_g$.

At that threshold the two final electrons should sit at valley bottoms and the hole at the valence maximum. I can balance the momenta by starting from $k=0$ or $k=2Q$, so it looks as if the threshold always equals the gap. But the parabolic-band formula

$$E_{\rm th}=E_g\,\frac{2m_c+m_h}{m_c+m_h}$$

gives $1.5E_g$ for equal masses. Which is right? Does folding $2Q$ back into the Brillouin zone matter? And what happens if the condition is only nearly met, say with numbers typical of a wide-gap power device?

**Answer**

Your momentum balance is correct, but it only tells you where the primary electron must be. The band structure must also provide a state there with the right energy.

**The exact condition**

Measure conduction energies from the valley bottoms, so $E_c(\pm Q)=0$. Let $E_h(k)\ge 0$ be the energy of a hole left by emptying the valence state $k$, with $E_h(0)=0$. The crystal period is $d$ and $G=2\pi/d$. I assume independent particles, sharp levels, no phonons, no field during the collision, and empty final states.

The primary electron at $k_i$ and the valence electron at $k_v$ end up in conduction states $k_1$ and $k_2$:

$$k_i+k_v=k_1+k_2+nG,\qquad n \text{ an integer},$$

$$E(k_i)=E_g+E_c(k_1)+E_c(k_2)+E_h(k_v).$$

The last three terms are non-negative, so $E_{\rm th}\ge E_g$. Equality requires all three to vanish. Since the band extrema are only at the stated points, this means $k_1,k_2\in\{Q,-Q\}$ and $k_v=0$. Momentum conservation then leaves

$$k_i=0\quad\text{(opposite valleys)},\qquad k_i=\pm2Q\quad\text{(same valley, opposite spins)},$$

each up to a multiple of $G$. Conversely, if a conduction state at one of these points has energy $E_g$, both conservation laws hold with all final particles at rest in their extrema. Therefore:

> The threshold equals the gap if and only if some conduction band has energy exactly $E_g$, measured from the conduction minimum, at $k=0$ or $k=\pm2Q$ modulo $G$.

The primary may be in a higher conduction band. Folding matters because the energy must be read from the actual periodic bands. If $Q=G/3$, for example, then $2Q=G-Q$ is equivalent to $-Q$. The lowest band has zero energy there, so it cannot supply the primary at that point.

**Why your parabolic formula does not apply directly**

First find the least kinetic energy the final particles can have when the primary is displaced by $p$ from a matching point. Let $p_1,p_2$ be the electron momenta measured from their valley bottoms. Emptying $k_v$ leaves a hole of momentum $p_h=-k_v$, so $p_1+p_2+p_h=p$. Minimize

$$T=\frac{\hbar^2p_1^2}{2m_c}+\frac{\hbar^2p_2^2}{2m_c}+\frac{\hbar^2p_h^2}{2m_h}$$

at fixed $p$. A Lagrange multiplier gives $p_1/m_c=p_2/m_c=p_h/m_h$: the three particles share one velocity. With $M=2m_c+m_h$, this means $p_1=p_2=m_cp/M$ and $p_h=m_hp/M$, hence

$$T_{\min}=\frac{\hbar^2p^2}{2M^2}(m_c+m_c+m_h)=\frac{\hbar^2p^2}{2M}.$$

This is a minimum because $T$ is a sum of positive squares.

Now suppose the primary also belongs to a parabolic valley, continued without limit. Write its momentum as $sQ+q$, with $s=\pm1$, and let the final valleys be $s_1Q$ and $s_2Q$. The matching point lies at

$$q=D=(s_1+s_2-s)Q+nG.$$

For $s=+1$, the sum $s_1+s_2$ is $2$, $0$ or $-2$, so $D$ is $Q$, $-Q$ or $-3Q$, plus $nG$. The other valley gives the opposite signs. Threshold requires

$$\frac{\hbar^2q^2}{2m_c}=E_g+\frac{\hbar^2(q-D)^2}{2M}.$$

Define $\mu=m_c/M$ and $q_g^2=2m_cE_g/\hbar^2$, and multiply by $2m_c/\hbar^2$:

$$q^2=q_g^2+\mu(q-D)^2,$$

$$(1-\mu)q^2+2\mu Dq-(\mu D^2+q_g^2)=0.$$

One quarter of the discriminant is

$$\mu^2D^2+(1-\mu)(\mu D^2+q_g^2)=\mu D^2+(1-\mu)q_g^2.$$

Take $D\ge0$; reversing all momenta covers the other sign. The roots have opposite signs and a non-positive sum, so the positive root has the smaller magnitude, or an equal one at $D=0$:

$$q_{\rm th}=\frac{-\mu D+\sqrt{\mu D^2+(1-\mu)q_g^2}}{1-\mu},\qquad \frac{E_{\rm th}}{E_g}=\frac{q_{\rm th}^2}{q_g^2}.$$

There are two useful cases:

- **$D=0$.** Then $E_{\rm th}/E_g=1/(1-\mu)=(2m_c+m_h)/(m_c+m_h)$, which is your formula. For $0<Q<G/2$, the listed values of $D$ include zero only if $3Q=G$. Your formula therefore describes a special umklapp process here, not the general one. Even at $3Q=G$ it gives the onset of that one channel only: with the gap, period and masses of the example below, $D=0$ gives $9.0$ eV, while $D=Q$ gives $5.58$ eV.
- **$D=q_g$.** The square root equals $q_g$, so $q_{\rm th}=q_g$ and $E_{\rm th}=E_g$. Without umklapp, the smallest distance is $|D|=Q$, giving the condition $\hbar^2Q^2/2m_c=E_g$. The distance $3Q$ gives another possibility, $9\hbar^2Q^2/2m_c=E_g$.

These are conditions for unlimited parabolas. In a real band, a parabola fitted at the valley bottom may be badly wrong at a distance $Q$ from it.

**What happens when the condition is nearly met**

*A sloping band at $\pm2Q$.* Suppose the primary band near the matching point is $E\approx E_g+\eta+vp$, where $v=dE/dk\ne0$. Put $b=\hbar^2/2M$. Ionization is allowed if

$$\eta+vp\ge bp^2.$$

At threshold the two sides are equal. For $b|\eta|\ll v^2$, the root near the matching point is $p\approx-\eta/v$. The energy above the gap is then $bp^2$, so

$$E_{\rm th}-E_g\approx\frac{\hbar^2\eta^2}{2Mv^2}.$$

The result is quadratic in the mismatch and has the same leading form for either sign of $\eta$. The primary shifts slightly in $k$ until its energy is almost $E_g$, and the final particles pay only a small recoil energy. Exact equality needs tuning, whereas near equality needs only a steep band passing close to the matching point.

*A band maximum at $k=0$.* A smooth, nondegenerate band with $E(k)=E(-k)$ has zero slope at $k=0$, so the previous result fails. Let the band be $E\approx E_g+\eta-\alpha k^2$, with $\alpha>0$. The allowed states satisfy

$$\eta-\alpha k^2\ge bk^2,\qquad\text{so}\qquad k^2\le\frac{\eta}{\alpha+b}.$$

If $\eta<0$, this maximum provides no ionizing state. If $\eta=0$, the single point $k=0$ is allowed: the threshold equals the gap, but no interval of primary states has opened. If $\eta>0$, the lowest allowed energy is at the edge of the window:

$$E_{\rm th}-E_g\approx\eta-\frac{\alpha\eta}{\alpha+b}=\frac{b\,\eta}{\alpha+b}.$$

This excess is linear in $\eta$. If the band instead has a minimum at $k=0$, $E\approx E_g+\eta+\alpha k^2$, the condition is $\eta+\alpha k^2\ge bk^2$. For $\eta\ge0$ the point $k=0$ is allowed and the excess is $\eta$; for $\eta<0$ and $\alpha>b$ it requires $k^2\ge|\eta|/(\alpha-b)$, and the excess is $b|\eta|/(\alpha-b)$. These near-miss results are local; another part of the band structure could offer a lower threshold.

**A wide-gap example**

Take $E_g=5.5$ eV, $d=0.18$ nm, $Qd=0.76\pi$, $m_c=1.4m_e$ and $m_h=0.8m_e$. Then $Q=13.26\ \mathrm{nm^{-1}}$ and $M=3.6m_e$. For the lower conduction band and the hole energy, use

$$E_c(k)=A(\cos kd-c)^2,\quad c=\cos Qd,\qquad E_h(k)=B(1-\cos kd).$$

At the valley bottom, $E_c''=2Ad^2\sin^2Qd$. Setting this equal to $\hbar^2/m_c$ gives

$$A=\frac{\hbar^2}{2m_cd^2\sin^2Qd}=1.792\ \text{eV}.$$

Similarly, $B=\hbar^2/(m_hd^2)=2.940$ eV. Using $\cos2Qd=2c^2-1$,

$$\cos2Qd-c=2c^2-c-1=(2c+1)(c-1),$$

so the energies at the matching points are

$$E_c(0)=A(1-c)^2,\qquad E_c(2Q)=A(1-c)^2(1+2c)^2.$$

With $c=-0.729$, these are $1.792\times1.729^2=5.36$ eV and $5.36\times0.458^2=1.12$ eV. Neither equals the gap. In fact, $5.36$ eV is the top of this band, so no electron in it can ionize. The momentum balance works, but the energy is missing.

The unlimited parabola gives a different answer. Its energy at distance $Q$ is $\hbar^2Q^2/2m_c=4.79$ eV, and its threshold without umklapp is $5.51$ eV. That threshold relies on states the periodic lower band does not have.

Now add an upper conduction band,

$$U(k)=U_0+W\cos kd,\qquad U_0=5.5\ \text{eV},\quad W=2\ \text{eV}.$$

Its minimum is $3.5$ eV, so final electrons in this band would cost far more than those in the valleys. The point $-2Q$ folds to $G-2Q$, where $kd=2\pi-1.52\pi=0.48\pi$. There,

$$\eta=U_0+W\cos(0.48\pi)-E_g=0.1256\ \text{eV},$$

$$|v|=Wd\sin(0.48\pi)=0.3593\ \text{eV nm}.$$

The value $\hbar^2Q^2/2m_c=4.788$ eV implies $\hbar^2/2m_e=0.0381\ \text{eV nm}^2$, hence $b=0.0381/3.6=0.01058\ \text{eV nm}^2$. The sloping-band result gives

$$E_{\rm th}-E_g\approx0.01058\left(\frac{0.1256}{0.3593}\right)^2\text{eV}\approx1.29\ \text{meV}.$$

Minimizing over the final states of the full periodic bands also gives $1.29$ meV, so $E_{\rm th}=5.5013$ eV. A mismatch of $126$ meV raises the threshold by only about $1.3$ meV. The primary moves from $kd=0.480\pi$ to $0.500\pi$, down the slope of the upper band.

For exact equality, keep the other parameters fixed and choose

$$U_0=E_g-W\cos2Qd=5.374\ \text{eV}.$$

The same minimization then gives $5.500000$ eV. The numerical output below lists the values.

The $k=0$ case can be seen by removing the upper band and changing $A$, with $Q$, $d$, $E_g$ and $m_h$ fixed. The lower-band maximum touches $E_g$ at $A=1.840$ eV, which corresponds to $m_c=1.364m_e$. Raising $A$ by a further $0.2\%$ puts the maximum $11$ meV above $E_g$ and gives a threshold $1.04$ meV above the gap, in agreement with the linear law.

**How this compares with diamond**

The gap, the valley position and the longitudinal electron mass are roughly those of diamond, and the period is half its cubic lattice constant. The upper band is invented, and so is the shape of the lower band away from its minima. In diamond the lowest conduction state at $k=0$ is threefold degenerate and lies roughly $2$ eV above the minimum, not $5.36$ eV, and the two lowest bands touch at the zone edge X. A single hole mass replaces several anisotropic valence bands. So $5.5013$ eV is a model result, not a prediction for diamond. In three dimensions, six valleys along the cubic axes give, for this $Q$, 19 inequivalent matching points instead of three, and the actual band energies must be examined at each.

The assumption of sharp levels does not hold at the meV scale. With a rough lifetime of $5$ fs, $\hbar/\tau=0.13$ eV, about 100 times the calculated excess. At a rough breakdown field of $10$ MV/cm, the field-broadening scale $(\hbar^2e^2F^2/2m_r)^{1/3}$ is $0.42$ eV, where $m_r=m_cm_h/(m_c+m_h)$. These are energy scales for smearing, not calculated threshold shifts, but they show that a device would not resolve the $1.3$ meV.

Other effects are also larger than that excess:

- **Phonons.** A phonon of about $0.16$ eV can supply missing momentum. Absorbing one can lower the required electron energy by that amount, though the thermal occupation at $500$ K is only $0.025$. Emitting one costs the same energy.
- **Electron–hole attraction.** A hydrogenic estimate without a field, with relative permittivity $5.7$ and reduced mass $0.27m_e$, gives a binding energy of $0.11$ eV, so in weak fields the final state can lie below the independent-particle gap. This does not carry over to breakdown: at $10$ MV/cm the potential drop across the estimated radius of $1.1$ nm is about $1.1$ eV, far more than the binding energy.
- **Transverse motion.** A transverse offset of $1\ \mathrm{nm^{-1}}$ costs about $0.03$ eV when shared among the three final particles, $\hbar^2p^2/2(2m_t+m_h)$, with a transverse electron mass $m_t=0.3m_e$ and $m_h=0.8m_e$.
- **Temperature.** With a rough gap slope of $-0.1$ meV/K, the gap falls by $20$ meV between $300$ and $500$ K. With the conduction bands held fixed relative to their minimum, the excess over the new gap becomes $1.7$ meV. The slope is only rough and steepens above room temperature; a drop of $43$ meV would give $2.3$ meV.

Two effects are small for these inputs. An estimate of field-driven tunnelling across the gap, with two parabolic bands of masses $m_c$ and $m_h$, has the factor $e^{-63}$ (about $e^{-34}$ if both masses are $0.3m_e$), and at $10^{17}\ \mathrm{cm^{-3}}$ and $300$ K the electron density is about $0.2\%$ of the effective density of states, so filled final states matter little.

Finally, a threshold near the gap does not by itself imply a low breakdown field. Electrons must first reach the required state, here in the upper band, and the collision must have an appreciable rate. At $10$ MV/cm the field supplies $5.5$ eV over $5.5$ nm, but that is only the distance for the energy gain without losses, not the mean distance between ionizations.

## Computed results

```
Gap: 5.500 eV
Period d: 0.180 nm
Q d / pi: 0.760
Q: 13.265 nm^-1
Masses m_c, m_h, M: 1.40, 0.80, 3.60 m_e
Lower-band scale A: 1.7924 eV
Valence scale B: 2.9398 eV
Zero-cost points k d / pi on the grid: 0.00, 0.48, 1.52
Lower band at k = 0: 5.3582 eV
Lower band at k = 2Q: 1.1236 eV
Lower band can ionize: False
Upper-band U0 and W: 5.500, 2.000 eV
Matching point (G - 2Q) d / pi: 0.4800
Upper band there minus gap, eta: 0.12558 eV
Upper-band slope there, magnitude: 0.3593 eV nm
Threshold k d / pi: 0.49979
Threshold energy: 5.501288 eV
Threshold minus gap, search: 1.2882 meV
Threshold minus gap, quadratic law: 1.2929 meV
Tuned U0 for equality: 5.37442 eV
Threshold with tuned U0: 5.500000 eV
Touching lower band: scale A: 1.8399 eV
Touching lower band: mass m_c: 1.3639 m_e
Raised maximum: eta: 11.000 meV
Raised maximum: threshold minus gap, search: 1.0427 meV
Raised maximum: threshold minus gap, law: 1.0429 meV
Parabolic energy hbar^2 Q^2 / 2 m_c: 4.7883 eV
Parabolic threshold without umklapp: 5.5098 eV
Threshold / gap for D = 0: 1.6364
Rough lifetime: 5.0 fs
Lifetime broadening: 0.132 eV
Rough optical phonon energy: 0.160 eV
Phonon occupation at 500 K: 0.0250
Rough gap slope: -0.10 meV/K
Gap at 500 K: 5.480 eV
Threshold minus gap at 500 K: 1.7303 meV
Rough breakdown field: 10.0 MV/cm
Field broadening energy: 0.421 eV
Length over which the field supplies the gap: 5.50 nm
Two-band tunnelling exponent: 62.9
Rough transverse mass: 0.30 m_e
Rough relative permittivity: 5.7
Hydrogenic electron-hole binding: 0.113 eV
Cost of 1 nm^-1 transverse offset: 0.0272 eV
Matching points for six valleys in 3D: 19
Electron density assumed: 1.0e+17 cm^-3
Density / effective density of states, 300 K: 1.87e-03
```
